**Shuttleworth relation for a model crystal surface and a model liquid surface**

The program tests the relation between the surface stress $f$ and the surface excess energy, counted per current area ($\gamma$) or per reference area ($\Gamma=J\gamma$), where $F$ is the in-plane deformation gradient and $J=\det F$. The Eulerian form is $f_{ij}=\gamma\delta_{ij}+\partial\gamma/\partial\varepsilon_{ij}$, and the Lagrangian form is $f=J^{-1}(\partial\Gamma/\partial F)F^T$. For a relaxed fcc (110) film with Morse forces, the program asserts that finite differences of both energies reproduce the stress summed directly from the pair forces, in the unstrained state and at a finite strain with shear. It also asserts the relation for equal biaxial strain and the convergence with film thickness. For a square-gradient liquid interface, it asserts that the surface stress equals $\gamma$ and that $\gamma$ stays constant under stretch once the profile is relaxed, within the error of the density grid. The output shows a crystal with $\gamma=0.0898$ eV/Å$^2$ but stresses of $0.0333$ and $-0.0273$ eV/Å$^2$ along its two surface directions. For the liquid, energy and stress are both $0.01667$ eV/Å$^2$.

## Verification by program

```python
"""Shuttleworth relation between surface stress f and surface energy.
E_s = gamma*A = Gamma*A0 : excess energy of one surface
A, A0 : current and reference area;  F : in-plane deformation gradient
J = det F = A/A0;  eps : small strain measured from the current state
Eulerian form   : f = gamma*1 + d gamma/d eps
Lagrangian form : f = (1/J) (d Gamma/d F) F^T
Pure liquid     : f = gamma*1
Solid: fcc (110) film with Morse pair forces; f is also found directly from
the pair forces. Liquid: square-gradient model with a double-well energy.
Lengths in angstrom, energies in eV.
"""
import numpy as np
from scipy.constants import e as charge
from scipy.optimize import brentq

TO_N_PER_M = charge * 1e20
ONE = np.eye(2)

# ---------------- solid: Morse crystal ----------------
DEPTH, R0, ALPHA = 0.3, 3.0, 2.0
N_LAYERS = 24
SHELL_LIMIT = 6.5   # squared distance limit in units of neighbour distance
MAX_K = 4           # largest layer separation with bonds within that limit


def morse(r):
    x = np.exp(-ALPHA * (r - R0))
    return (DEPTH * (x * x - 2 * x),
            -2 * ALPHA * DEPTH * (x * x - x),
            2 * ALPHA**2 * DEPTH * (2 * x * x - x))


def layer_vectors(k):
    """In-plane vectors joining layers k apart, in neighbour distances.
    The bond list is fixed by lattice site, so energies are smooth."""
    shift = 0.5 * (k % 2)
    found = []
    for i in range(-4, 5):
        for j in range(-4, 5):
            v = np.array([np.sqrt(2) * (i + shift), j + shift])
            dist2 = v @ v + k * k / 4
            if 1e-9 < dist2 < SHELL_LIMIT:
                found.append(v)
    return np.array(found)


VECTORS = [layer_vectors(k) for k in range(MAX_K + 1)]
assert all(len(v) > 0 for v in VECTORS)
assert len(layer_vectors(MAX_K + 1)) == 0   # no bond is left out


def bulk_slope(b):
    total = 0.0
    for k, vec in enumerate(VECTORS):
        m = np.sqrt((vec**2).sum(axis=1) + k * k / 4)
        total += (0.5 if k == 0 else 1.0) * np.sum(morse(b * m)[1] * m)
    return total


B = brentq(bulk_slope, 2.6, 3.1, xtol=1e-14)
A0 = np.sqrt(2) * B**2


def layer_sum(F, k, dz):
    """Energy, its first two dz derivatives, and in-plane strain derivative."""
    t = B * VECTORS[k] @ F.T
    z = dz[:, None]
    r = np.sqrt((t**2).sum(axis=1)[None, :] + z**2)
    p, p1, p2 = morse(r)
    v1 = (p1 * z / r).sum(axis=1)
    v2 = (p2 * z**2 / r**2 + p1 * (1 / r - z**2 / r**3)).sum(axis=1)
    weight = (p1 / r).sum(axis=0)
    return p.sum(), v1, v2, (t * weight[:, None]).T @ t


def bulk(F):
    """Energy and strain derivative per atom, layer spacing relaxed."""
    d = B / 2
    for _ in range(12):
        slope = curvature = 0.0
        for k in range(1, MAX_K + 1):
            _, v1, v2, _ = layer_sum(F, k, np.array([k * d]))
            slope += k * v1[0]
            curvature += k * k * v2[0]
        d -= slope / curvature
    assert abs(slope) < 1e-10
    e0, _, _, w0 = layer_sum(F, 0, np.zeros(1))
    energy, work = e0 / 2, w0 / 2
    for k in range(1, MAX_K + 1):
        ek, _, _, wk = layer_sum(F, k, np.array([k * d]))
        energy += ek
        work = work + wk
    return energy, work, d


def film(F, n, d):
    """Energy and strain derivative of n layers, all heights relaxed."""
    z = d * np.arange(n)
    for _ in range(12):
        grad = np.zeros(n)
        hess = np.ones((n, n))   # the constant only fixes rigid translation
        for k in range(1, MAX_K + 1):
            _, v1, v2, _ = layer_sum(F, k, z[k:] - z[:-k])
            lo = np.arange(n - k)
            hi = lo + k
            grad[hi] += v1
            grad[lo] -= v1
            hess[hi, hi] += v2
            hess[lo, lo] += v2
            hess[lo, hi] -= v2
            hess[hi, lo] -= v2
        if np.max(np.abs(grad)) < 1e-12:
            break
        z = z - np.linalg.solve(hess, grad)
    assert np.max(np.abs(grad)) < 1e-9
    e0, _, _, w0 = layer_sum(F, 0, np.zeros(1))
    energy, work = n * e0 / 2, n * w0 / 2
    for k in range(1, MAX_K + 1):
        ek, _, _, wk = layer_sum(F, k, z[k:] - z[:-k])
        energy += ek
        work = work + wk
    return energy, work, z


def surface(F, n=N_LAYERS):
    """Gamma, gamma and the surface stress summed from pair forces."""
    eb, wb, d = bulk(F)
    ef, wf, _ = film(F, n, d)
    excess = (ef - n * eb) / 2
    area = A0 * np.linalg.det(F)
    return excess / A0, excess / area, (wf - n * wb) / (2 * area)


def matrix_gradient(fun, step=1e-4):
    g = np.zeros((2, 2))
    for i in range(2):
        for j in range(2):
            change = np.zeros((2, 2))
            change[i, j] = step
            g[i, j] = (fun(change) - fun(-change)) / (2 * step)
    return g


TOL = 2e-6   # finite-difference error, eV/A^2
Gam0, gam0, f0 = surface(ONE)
dgam0 = matrix_gradient(lambda c: surface(ONE + c)[1])
dGam0 = matrix_gradient(lambda c: surface(ONE + c)[0])
assert np.allclose(gam0 * ONE + dgam0, f0, rtol=0, atol=TOL)
assert np.allclose(dGam0, f0, rtol=0, atol=TOL)
assert np.max(np.abs(bulk(ONE)[1])) < 1e-9
assert np.max(np.abs(f0 - gam0 * ONE)) > 1e-3

thicker = surface(ONE, N_LAYERS + 8)
assert abs(thicker[1] - gam0) < 1e-6
assert np.allclose(thicker[2], f0, rtol=0, atol=1e-6)

# finite strain with shear: current state is no longer the reference
F1 = np.array([[1.02, 0.01], [0.0, 1.01]])
J1 = np.linalg.det(F1)
Gam1, gam1, f1 = surface(F1)
P1 = matrix_gradient(lambda c: surface(F1 + c)[0])
lagrange1 = P1 @ F1.T / J1
euler1 = gam1 * ONE + matrix_gradient(
    lambda c: surface((ONE + c) @ F1)[1])
assert np.allclose(lagrange1, f1, rtol=0, atol=TOL)
assert np.allclose(euler1, f1, rtol=0, atol=TOL)
assert np.max(np.abs(P1 - f1)) > 10 * TOL

# equal biaxial strain: mean stress = gamma + d gamma / d ln A
h = 1e-4
slope_lnA = (surface(np.exp(h / 2) * ONE)[1]
             - surface(np.exp(-h / 2) * ONE)[1]) / (2 * h)
assert abs(gam0 + slope_lnA - np.trace(f0) / 2) < TOL
Gam2, gam2, _ = surface(1.01 * ONE)
J2 = 1.01**2

# ---------------- liquid: square-gradient interface ----------------
WELL, KAPPA, LENGTH, M = 0.01, 0.5, 200.0, 1000
WIDTH = np.sqrt(KAPPA / (2 * WELL))
DIFF = np.diff(np.eye(M), axis=0)
STIFF = DIFF.T @ DIFF


def liquid_parts(x, J):
    """Local and gradient energy per current area; cell length LENGTH/J."""
    dz = LENGTH / (J * M)
    return (dz * WELL * np.sum((x * (1 - x))**2),
            KAPPA / (2 * dz) * np.sum(np.diff(x)**2))


def relax_liquid(x, J):
    """Stationary profile at fixed volume and fixed amount of matter."""
    dz = LENGTH / (J * M)
    for _ in range(20):
        g = dz * WELL * 2 * x * (1 - x) * (1 - 2 * x) \
            + KAPPA / dz * (STIFF @ x)
        kkt = np.ones((M + 1, M + 1))
        kkt[M, M] = 0.0
        kkt[:M, :M] = KAPPA / dz * STIFF + np.diag(
            dz * WELL * 2 * (1 - 6 * x + 6 * x * x))
        step = np.linalg.solve(kkt, np.append(-g, 0.0))[:M]
        x = x + step
        if np.max(np.abs(step)) < 1e-10:
            break
    assert np.max(np.abs(step)) < 1e-8
    return x


centres = (np.arange(M) + 0.5) * LENGTH / M - LENGTH / 2
x0 = relax_liquid(1 / (1 + np.exp(centres / WIDTH)), 1.0)
local0, grad0 = liquid_parts(x0, 1.0)
gam_liq = local0 + grad0
gam_exact = np.sqrt(2 * KAPPA * WELL) / 6
REL = 5e-4   # relative error of the density grid
assert abs(gam_liq / gam_exact - 1) < REL
assert abs(local0 / grad0 - 1) < REL


def liquid_Gamma(J):
    return J * sum(liquid_parts(relax_liquid(x0, J), J))


f_liq = (liquid_Gamma(1.01) - liquid_Gamma(0.99)) / 0.02
f_frozen = (1.01 * sum(liquid_parts(x0, 1.01))
            - 0.99 * sum(liquid_parts(x0, 0.99))) / 0.02
assert abs(f_liq / gam_liq - 1) < REL
assert abs(f_frozen / gam_liq - 1) < REL
J3 = 1.2
Gam_liq3 = liquid_Gamma(J3)
Gam_frozen3 = J3 * sum(liquid_parts(x0, J3))
assert abs(Gam_liq3 / (J3 * gam_liq) - 1) < REL
assert abs(Gam_frozen3 / (gam_liq * (1 + J3**2) / 2) - 1) < REL
assert Gam_frozen3 > Gam_liq3 * 1.01
gam_liq2 = liquid_Gamma(J2) / J2
assert abs(gam_liq2 / gam_liq - 1) < REL

# ---------------- output ----------------
U = "eV/A^2"


def show(label, value, unit=U, digits=6):
    print(f"{label}: {value:.{digits}f} {unit}")


print(f"SOLID Morse depth {DEPTH} eV, r0 {R0} A, alpha {ALPHA} 1/A")
print(f"layers in film: {N_LAYERS}; x along [001], y along [1-10]")
show("neighbour distance", B, "A", 5)
show("reference area per surface cell A0", A0, "A^2", 5)
show("gamma, unstrained", gam0)
show("gamma, unstrained", gam0 * TO_N_PER_M, "J/m^2", 4)
for i, name in enumerate(("xx", "yy")):
    show(f"d gamma/d eps_{name}", dgam0[i, i])
    show(f"Eulerian f_{name}", gam0 + dgam0[i, i])
    show(f"Lagrangian f_{name}", dGam0[i, i])
    show(f"pair-force f_{name}", f0[i, i])
    show(f"pair-force f_{name}", f0[i, i] * TO_N_PER_M, "N/m", 4)
show("d gamma/d ln A, biaxial", slope_lnA)
show("mean surface stress", np.trace(f0) / 2)
print("STRAINED F rows:", F1[0].tolist(), F1[1].tolist())
show("J", J1, "(no unit)")
show("gamma, strained", gam1)
show("Gamma, strained", Gam1)
for name, mat in (("nominal P", P1), ("Lagrangian f", lagrange1),
                  ("Eulerian f", euler1), ("pair-force f", f1)):
    print(f"{name} xx,xy,yx,yy: "
          + ", ".join(f"{v:.6f}" for v in mat.ravel()) + " " + U)
show("BIAXIAL 1% stretch, J", J2, "(no unit)", 4)
show("solid gamma at this J", gam2)
show("solid Gamma at this J", Gam2)
show("liquid gamma at this J", gam_liq2)
print(f"LIQUID well {WELL} eV/A^3, kappa {KAPPA} eV/A, cell {LENGTH} A")
show("profile width parameter", WIDTH, "A", 3)
show("liquid gamma, numerical", gam_liq)
show("liquid gamma, closed form", gam_exact)
show("liquid gamma, numerical", gam_liq * TO_N_PER_M, "J/m^2", 4)
show("local part", local0)
show("gradient part", grad0)
show("liquid f, profile relaxed", f_liq)
show("liquid f, profile frozen", f_frozen)
show("large stretch J", J3, "(no unit)", 2)
show("liquid Gamma at large J, relaxed", Gam_liq3)
show("liquid Gamma at large J, frozen", Gam_frozen3)
show("liquid gamma at large J, relaxed", Gam_liq3 / J3)
print("tests ok")
```

Printed output:

```
SOLID Morse depth 0.3 eV, r0 3.0 A, alpha 2.0 1/A
layers in film: 24; x along [001], y along [1-10]
neighbour distance: 2.94782 A
reference area per surface cell A0: 12.28900 A^2
gamma, unstrained: 0.089751 eV/A^2
gamma, unstrained: 1.4380 J/m^2
d gamma/d eps_xx: -0.056471 eV/A^2
Eulerian f_xx: 0.033279 eV/A^2
Lagrangian f_xx: 0.033279 eV/A^2
pair-force f_xx: 0.033279 eV/A^2
pair-force f_xx: 0.5332 N/m
d gamma/d eps_yy: -0.117094 eV/A^2
Eulerian f_yy: -0.027343 eV/A^2
Lagrangian f_yy: -0.027343 eV/A^2
pair-force f_yy: -0.027343 eV/A^2
pair-force f_yy: -0.4381 N/m
d gamma/d ln A, biaxial: -0.086783 eV/A^2
mean surface stress: 0.002968 eV/A^2
STRAINED F rows: [1.02, 0.01] [0.0, 1.01]
J: 1.030200 (no unit)
gamma, strained: 0.087059 eV/A^2
Gamma, strained: 0.089688 eV/A^2
nominal P xx,xy,yx,yy: 0.000038, -0.005487, -0.005013, -0.042928 eV/A^2
Lagrangian f xx,xy,yx,yy: -0.000016, -0.005380, -0.005380, -0.042086 eV/A^2
Eulerian f xx,xy,yx,yy: -0.000016, -0.005380, -0.005380, -0.042086 eV/A^2
pair-force f xx,xy,yx,yy: -0.000016, -0.005380, -0.005380, -0.042086 eV/A^2
BIAXIAL 1% stretch, J: 1.0201 (no unit)
solid gamma at this J: 0.087889 eV/A^2
solid Gamma at this J: 0.089656 eV/A^2
liquid gamma at this J: 0.016666 eV/A^2
LIQUID well 0.01 eV/A^3, kappa 0.5 eV/A, cell 200.0 A
profile width parameter: 5.000 A
liquid gamma, numerical: 0.016666 eV/A^2
liquid gamma, closed form: 0.016667 eV/A^2
liquid gamma, numerical: 0.2670 J/m^2
local part: 0.008333 eV/A^2
gradient part: 0.008333 eV/A^2
liquid f, profile relaxed: 0.016667 eV/A^2
liquid f, profile frozen: 0.016667 eV/A^2
large stretch J: 1.20 (no unit)
liquid Gamma at large J, relaxed: 0.020000 eV/A^2
liquid Gamma at large J, frozen: 0.020333 eV/A^2
liquid gamma at large J, relaxed: 0.016667 eV/A^2
tests ok
```
